\section*{Lieb's bound on the number of electrons an atom can bind, part 1}

(Sections cited here and not found follow in the second part.)

\section{The weighted Schr\"odinger equation}

\subsection{What a calculation cannot tell by itself}

Give an electronic-structure code one proton, three electrons and a finite basis, and it returns a normalized three-electron state with a definite energy. It does so because the lowest eigenvector of a finite matrix always exists. Nothing in that output says whether the state approximates a bound ion or merely an electron held near the nucleus by the finite extent of the basis. Enlarging the basis with diffuse functions lowers the energy further, and the question stays open, since no finite sequence of such calculations proves that a limit is not attained.

The same gap appears in density functional theory. Minimizing an energy over three-electron densities in the potential $-1/r$ presupposes that a minimizing density exists. If it does not, a converged density is a product of the basis, of the box or of the approximate functional. What is needed is a criterion that depends on the nuclear charge and the electron number alone.

\subsection{Hamiltonian and statement}

A point nucleus of real charge $Z>0$ is fixed at the origin. The $N\ge2$ electrons are nonrelativistic, and hartree atomic units are used. With $r_i=|\mathbf r_i|$ and $r_{ij}=|\mathbf r_i-\mathbf r_j|$,
\begin{equation}
H_N=\sum_{i=1}^{N}\left(-\tfrac12\Delta_i-\frac{Z}{r_i}\right)
+\sum_{i<j}\frac1{r_{ij}} .
\label{eq:ham}
\end{equation}
The wave function $\psi$ is antisymmetric under exchange of the space and spin variables of two electrons. Brackets $\langle\cdot\rangle$ denote integration over all positions and summation over all spins with the density $|\psi|^2$, where $\langle1\rangle=1$. The number $E_N$ is the infimum of $\langle\psi,H_N\psi\rangle$ over normalized antisymmetric functions of finite kinetic energy, with $E_0=0$. An infimum need not be attained; whether it is attained is the question here.

The statement to be shown is this. If $H_N\psi=E\psi$ has a normalizable solution of finite kinetic energy with $E\le E_{N-1}$, then
\begin{equation}
N<2Z+1 .
\label{eq:bound}
\end{equation}
Finite kinetic energy is needed: a solution that behaves as $1/r$ at the nucleus is normalizable, but for it the surface terms at the nucleus do not vanish and the weighted kinetic term derived below can be negative. The condition $E\le E_{N-1}$ says that removing one electron releases no energy. Every ground state satisfies it, as shown next.

\subsection{Adding an electron never raises the infimum}

Choose a small $\delta>0$ and a smooth normalized antisymmetric function $\chi$ of $N-1$ electrons, vanishing unless all of them are within a distance $D$ of the nucleus, with energy at most $E_{N-1}+\delta$. Such a $\chi$ exists because smooth functions of bounded support approximate any function of finite kinetic energy, together with its energy. Put the last electron, with spin up, into
\begin{equation}
u_L(\mathbf r)=L^{-3/2}u(\mathbf r/L),\qquad L>D,
\end{equation}
where $u$ is smooth, normalized and nonzero only for $1<r<2$. Antisymmetrizing $\chi u_L$ gives $N$ terms that differ in which electron is far out. No two of them are nonzero at the same configuration, so all cross terms vanish, in the norm and in the energy. The energy is therefore that of a single term. The outer electron has kinetic energy $\tau/L^2$, with $\tau$ that of $u$; its attraction to the nucleus is negative and may be dropped in an upper bound; and its distance from each inner electron exceeds $L-D$. Hence
\begin{equation}
E_N\le E_{N-1}+\delta+\frac{\tau}{L^2}+\frac{N-1}{L-D}.
\end{equation}
Letting $L\to\infty$ and then $\delta\to0$ gives
\begin{equation}
E_N\le E_{N-1}.
\label{eq:mono}
\end{equation}

\subsection{Regularity of the eigenfunction}

Two facts about $\psi$ are needed before the equation may be multiplied and split into pieces. The first is an inequality for a function $f$ of one position. Expanding a square,
\begin{align}
0&\le\int\left|\nabla f+\frac{\mathbf r}{2r^2}f\right|^2d^3r\notag\\
&=\int|\nabla f|^2d^3r+\frac12\int\frac{\mathbf r}{r^2}\cdot\nabla|f|^2d^3r
+\frac14\int\frac{|f|^2}{r^2}d^3r .
\end{align}
Since $\nabla\cdot(\mathbf r/r^2)=1/r^2$, integration by parts turns the middle term into $-\frac12\int|f|^2/r^2$. With $\|\cdot\|$ the square-integral norm, this gives Hardy's inequality,
\begin{equation}
\|f/r\|\le2\|\nabla f\| .
\label{eq:hardy}
\end{equation}
Shifting the origin gives the same for $1/r_{ij}$. A state of finite kinetic energy therefore has a square-integrable product $V\psi$, where $V$ is the whole Coulomb potential. The eigenvalue equation then shows that $\sum_i\Delta_i\psi=2(V-E)\psi$ is square integrable. In Fourier space $k_N^2\le\sum_ik_i^2$, so $\Delta_N\psi$ is square integrable as well.

The second fact follows from the first. Fix all variables except $\mathbf r_N$ and call the resulting function $f(\mathbf r)$. For almost every choice of the fixed variables, $f$, $\nabla f$ and $\Delta f$ are square integrable. The Cauchy--Schwarz inequality gives, for the Fourier transform $\hat f$,
\begin{equation}
\int|\hat f|\,d^3k\le
\left(\int\frac{d^3k}{(1+k^2)^2}\right)^{1/2}
\left(\int(1+k^2)^2|\hat f|^2d^3k\right)^{1/2}<\infty ,
\end{equation}
so $f$ is continuous and bounded, say $|f|\le M$.

\subsection{Multiplication by the distance}

The idea is to multiply $(H_N-E)\psi=0$ by $r_N\psi^*$ and integrate. The nuclear attraction then becomes the constant $-Z$, whatever the state. Nothing shown so far, however, guarantees that $r_N\psi$ is square integrable, in particular at the threshold $E=E_{N-1}$. The distance is therefore replaced by the bounded weight
\begin{equation}
w(r)=\frac{r}{1+\varepsilon r},\qquad \varepsilon>0,\qquad
w\le r,\quad w\le\frac1\varepsilon,
\label{eq:w}
\end{equation}
which tends to $r$ as $\varepsilon\to0$. Write $w_i=w(r_i)$ and separate electron $N$ from the others:
\begin{equation}
H_N=H_{N-1}-\tfrac12\Delta_N-\frac Z{r_N}+\sum_{i<N}\frac1{r_{iN}} .
\end{equation}
Each piece applied to $\psi$ is square integrable and $w_N\psi$ is too, so the integrals exist separately. The real part of $\langle w_N\psi,(H_N-E)\psi\rangle=0$ is
\begin{equation}
A+K+R=Z\left\langle\frac{w_N}{r_N}\right\rangle,
\label{eq:balance}
\end{equation}
with
\begin{align}
A&=\langle w_N\psi,(H_{N-1}-E)\psi\rangle,\\
K&=\mathrm{Re}\,\langle w_N\psi,-\tfrac12\Delta_N\psi\rangle,\\
R&=\sum_{i<N}\left\langle\frac{w_N}{r_{iN}}\right\rangle .
\end{align}
All terms are energies times lengths, in hartree bohr. In these units the attraction constant is the number $Z$.

The first term is controlled by the variational principle. The weight depends on $\mathbf r_N$ alone and $H_{N-1}$ does not act on $\mathbf r_N$. At fixed position and spin of electron $N$, $\psi$ is an antisymmetric function of the other $N-1$ electrons, so its expectation value of $H_{N-1}$ is at least $E_{N-1}$ times its squared norm. Multiplying by $w_N\ge0$ and integrating over electron $N$,
\begin{equation}
A\ge(E_{N-1}-E)\langle w_N\rangle\ge0 .
\label{eq:A}
\end{equation}
The condition $E\le E_{N-1}$ enters here.

\subsection{The kinetic term}

Without a weight, $-\frac12\Delta$ has a nonnegative expectation value. With a weight this is no longer evident, because the derivative also acts on $w$. For the function $f$ of one position define
\begin{equation}
g=wf,\qquad \varphi=\frac1w=\frac1r+\varepsilon,\qquad f=\varphi g .
\end{equation}
Integrate over the shell $\Omega$ given by $a<r<b$, with outward normal derivative $\partial_n$. Green's formula gives
\begin{equation}
-\int_\Omega g^*\Delta f=\int_\Omega\nabla g^*\cdot\nabla f
-\oint_{\partial\Omega}g^*\partial_nf .
\end{equation}
Insert $\nabla f=\varphi\nabla g+g\nabla\varphi$ and use $\mathrm{Re}(g\nabla g^*)=\frac12\nabla|g|^2$:
\begin{equation}
\mathrm{Re}\,\nabla g^*\cdot\nabla f=\varphi|\nabla g|^2
+\tfrac12\nabla|g|^2\cdot\nabla\varphi .
\end{equation}
A second integration by parts yields
\begin{equation}
\frac12\int_\Omega\nabla|g|^2\cdot\nabla\varphi
=\frac12\oint_{\partial\Omega}|g|^2\partial_n\varphi
-\frac12\int_\Omega|g|^2\Delta\varphi .
\label{eq:parts}
\end{equation}
The last integral is zero, since $\Delta(1/r)=0$ away from the origin. What remains is
\begin{align}
-\mathrm{Re}\int_\Omega g^*\Delta f={}&\int_\Omega\varphi|\nabla g|^2
+\frac12\oint_{\partial\Omega}|g|^2\partial_n\varphi\notag\\
&-\mathrm{Re}\oint_{\partial\Omega}g^*\partial_nf .
\end{align}

On the inner sphere $\partial_n\varphi=+1/a^2$ and $|g|\le aM$. The first surface term is at most $\frac12M^2\cdot4\pi a^2$ and vanishes as $a\to0$. For the second, let $s(a)=\oint|\nabla f|^2$ over the sphere. Because $\int s(a)\,da$ is finite, $a\,s(a)$ tends to zero along some sequence $a\to0$; otherwise $s$ would exceed a multiple of $1/a$, which is not integrable. By Cauchy--Schwarz the second term is at most $aM(4\pi a^2)^{1/2}s(a)^{1/2}$, which vanishes along that sequence.

On the outer sphere $|\partial_n\varphi|=1/b^2$ and $|g|\le b|f|$, so the first surface term is at most $\frac12\oint|f|^2$. The second is at most $\varepsilon^{-1}\oint|f||\nabla f|$. Since $|f|^2+|\nabla f|^2$ is integrable over space, its surface integral tends to zero along some sequence $b\to\infty$, and both terms vanish. This is where the bounded weight replaces an assumption on the decay of $\psi$.

Multiplying by $\frac12$ and integrating over the other variables,
\begin{equation}
K=\frac12\left\langle\!\!\left\langle
\frac{|\nabla_N(w_N\psi)|^2}{w_N}\right\rangle\!\!\right\rangle\ge0 ,
\label{eq:K}
\end{equation}
where the double bracket means plain integration and spin summation, with no further factor $|\psi|^2$.

The identity was tested on the normalized form of
\begin{equation}
f=e^{-r}\left(1+\tfrac12r\cos\theta\right)+i\,r\cos\theta\,e^{-2r},
\end{equation}
which is complex, not spherical, and nonzero at the nucleus. Direct application of the Laplacian and the integral of the square both give $0.378049$ hartree bohr for $\varepsilon=0$, and both give $0.267160$ hartree bohr for $\varepsilon=0.5$ bohr$^{-1}$.

\subsection{Why the first power of the distance}

For a weight $r^p$ with $p>0$ the last integral in Eq.~\eqref{eq:parts} survives. With $\Delta r^{-p}=p(p-1)r^{-p-2}$ and $|g|^2=r^{2p}|f|^2$, a rapidly decaying smooth $f$ obeys
\begin{equation}
K_p=\frac12\int\frac{|\nabla(r^pf)|^2}{r^p}d^3r
-\frac{p(p-1)}4\int r^{p-2}|f|^2d^3r .
\end{equation}
The second contribution is nonnegative for $0<p\le1$ and negative for $p>1$. For $p=3$ and $f$ proportional to $e^{-r}$ the two parts are $1.50$ and $-2.25$, and the total is $-0.75$ hartree bohr$^3$, in agreement with direct quadrature. For $p>1$ the identity thus no longer guarantees the sign on which the argument rests, and for $p=3$ the sign is indeed lost. A power below 1 keeps it, but the attraction is then $Z\langle r_N^{p-1}\rangle$ instead of a constant, and the repulsion does not control it configuration by configuration: as $r_1\to0$ at fixed $r_2$, the pair repulsion $(r_1^p+r_2^p)/r_{12}$ tends to $r_2^{p-1}$, while $r_1^{p-1}$ grows without limit. At $p=1$ the attraction is the constant $Z$.

\section{The bound, its reach and its numerical content}

\subsection{Results carried over}

An eigenfunction $\psi$ of the $N$-electron Hamiltonian $H_N$, with nuclear charge $Z$ and energy $E\le E_{N-1}$, is given, where $E_N$ is the infimum of the $N$-electron energy. The weight is $w_i=r_i/(1+\varepsilon r_i)$. The weighted Schr\"odinger equation reads
\begin{equation}
A+K+R=Z\left\langle\frac{w_N}{r_N}\right\rangle,\qquad
R=\sum_{i<N}\left\langle\frac{w_N}{r_{iN}}\right\rangle .
\label{eq:balance2}
\end{equation}
Here $A=\langle w_N(H_{N-1}-E)\rangle\ge(E_{N-1}-E)\langle w_N\rangle\ge0$ belongs to the remaining electrons, and $K\ge0$ is the weighted kinetic term of electron $N$, equal to half the integral of $|\nabla_N(w_N\psi)|^2/w_N$. In addition, $E_N\le E_{N-1}$.

For an eigenfunction of finite kinetic energy with $E\le E_{N-1}$, the weighted equation balances $A+K+R$ against the nuclear attraction, and both $A$ and $K$ are nonnegative. It remains to bound the repulsion $R$ from below, which will give $N<2Z+1$, and to settle the case of three electrons and one proton.
